# Volkov solution, quasi-momentum and effective mass in a plane wave

An electron crossing an intense laser beam can gain momentum of order $mc$ within one optical cycle. The field can then no longer be treated as a small perturbation of free motion. If the beam is modelled as a classical plane wave, the Dirac equation can still be solved in closed form. The solution also gives the average momentum that the electron carries through a periodic wave, and the mass associated with it.

## 1. Field and conventions

Natural units $\hbar=c=1$ are used until the numerical example. The metric is $(+,-,-,-)$, and

$$
\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu},\qquad \not a=\gamma^\mu a_\mu .
$$

Consequently, for ordinary vectors,

$$
\not a\not b=2a\cdot b-\not b\not a,\qquad \not a\not a=a^2. \tag{1}
$$

The particle has charge $q$, with $q=-e$ for an electron, and obeys

$$
(i\not D-m)\psi=0,\qquad D_\mu=\partial_\mu+iqA_\mu. \tag{2}
$$

The potential depends on position through one phase:

$$
A^\mu=A^\mu(\phi),\quad \phi=k\cdot x,\quad k^2=0,\quad k\cdot A=0. \tag{3}
$$

A prime denotes $d/d\phi$. Since $\partial_\mu A^\mu=k\cdot A'=0$ and $\partial^2A^\mu=k^2A''^\mu=0$, this is a vacuum wave in Lorenz gauge. A convenient choice is $k=\omega(1,\mathbf n)$ and $A=(0,\mathbf A)$ with $\mathbf n\cdot\mathbf A=0$. Then $A^2=-|\mathbf A|^2\le0$.

Let $p$ be a constant four-vector with $p^2=m^2$, $p^0>0$ and $m>0$. Then

$$
k\cdot p=\omega(p^0-\mathbf n\cdot\mathbf p)>0,
$$

because $p^0>|\mathbf p|$. The divisions by $k\cdot p$ below are therefore safe.

## 2. Finding the solution

### The squared equation

Write $\psi=(i\not D+m)\Phi$. It solves (2) if

$$
(i\not D-m)(i\not D+m)\Phi=(-\not D^2-m^2)\Phi=0.
$$

To evaluate $\not D^2$, split $\gamma^\mu\gamma^\nu$ into its symmetric part $g^{\mu\nu}$ and its antisymmetric part $\frac12[\gamma^\mu,\gamma^\nu]$. The latter selects the commutator of the derivatives:

$$
\not D^2=D^2+\tfrac14[\gamma^\mu,\gamma^\nu][D_\mu,D_\nu].
$$

Here $[D_\mu,D_\nu]=iqF_{\mu\nu}$, with

$$
F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu=k_\mu A'_\nu-k_\nu A'_\mu .
$$

As $F_{\mu\nu}$ is antisymmetric, $\frac14[\gamma^\mu,\gamma^\nu]F_{\mu\nu}=\frac12\gamma^\mu\gamma^\nu F_{\mu\nu}$. Also $\not A'\not k=-\not k\not A'$, because $k\cdot A'=0$. Thus

$$
\not D^2=D^2+\frac{iq}{2}(\not k\not A'-\not A'\not k)=D^2+iq\not k\not A'.
$$

The equation for $\Phi$ is

$$
\left[-D^2-m^2-iq\not k\not A'\right]\Phi=0. \tag{4}
$$

### Reduction to one variable

Try $\Phi=e^{-ip\cdot x}F(\phi)$, where $F$ is a spinor. Its derivative is

$$
\partial_\mu\Phi=e^{-ip\cdot x}(-ip_\mu F+k_\mu F').
$$

Differentiating again and using $k^2=0$ gives

$$
\partial^2\Phi=e^{-ip\cdot x}(-p^2F-2ik\cdot p\,F').
$$

The second derivative $F''$ has disappeared. Since $k\cdot A=0$, we also have $A\cdot\partial\Phi=-ip\cdot A\,\Phi$. In Lorenz gauge $D^2=\partial^2+2iqA\cdot\partial-q^2A^2$, hence

$$
-D^2\Phi=e^{-ip\cdot x}\left[p^2F+2ik\cdot p\,F'-2qp\cdot A\,F+q^2A^2F\right].
$$

Insert this in (4). The terms $p^2-m^2$ cancel, leaving

$$
2ik\cdot p\,F'=\left[2qp\cdot A-q^2A^2+iq\not k\not A'\right]F.
$$

Define

$$
V=\frac{q\,p\cdot A}{k\cdot p}-\frac{q^2A^2}{2k\cdot p},\qquad
N=\frac{q\not k\not A}{2k\cdot p}. \tag{5}
$$

Division by $2ik\cdot p$ then gives

$$
F'=(-iV+N')F. \tag{6}
$$

### Why the spin factor is linear in the field

At any two phases,

$$
\not k\not A(\phi_1)\not k\not A(\phi_2)=-\not k\not k\not A(\phi_1)\not A(\phi_2)=0.
$$

In particular $N'N=0$ and $N^2=0$. The function

$$
F=(1+N)w\exp\left(-i\int_0^\phi V\,d\phi'\right),
$$

with constant spinor $w$, solves (6). Its derivative contains $N'-iV(1+N)$, while the right side contains $-iV(1+N)+N'(1+N)$, and these agree because $N'N=0$.

This solves the squared equation for any $w$. Rather than apply $i\not D+m$ to it, we can ask for which $w$ it already satisfies (2). The answer is $w=u$ with $(\not p-m)u=0$:

$$
\boxed{\psi_p=\left[1+\frac{q\not k\not A}{2k\cdot p}\right]u\,
\exp\left[-ip\cdot x-i\int_0^\phi V(\phi')d\phi'\right]} \tag{7}
$$

This is the Volkov solution. The next section proves it by substitution in the first-order equation.

## 3. Verification by substitution

Let $E=1+N$ and let $S=-p\cdot x-\int_0^\phi V\,d\phi'$, so that $\psi=Ewe^{iS}$. The derivative of the phase is

$$
i\partial_\mu e^{iS}=(p_\mu+k_\mu V)e^{iS}.
$$

The derivative of the matrix contributes nothing:

$$
i\gamma^\mu\partial_\mu E=i\not kE'=\frac{iq\not k\not k\not A'}{2k\cdot p}=0.
$$

Since $i\not D=i\not\partial-q\not A$, it follows that

$$
(i\not D-m)\psi=e^{iS}(\not\pi-m)Ew,\qquad
\pi^\mu=p^\mu-qA^\mu+k^\mu V. \tag{8}
$$

We now show that $\not\pi E=E\not p$. Moving $\not p$ to the left with (1),

$$
\begin{aligned}
\not k\not A\not p&=2p\cdot A\not k-\not k\not p\not A\\
&=2p\cdot A\not k-2k\cdot p\not A+\not p\not k\not A.
\end{aligned}
$$

Multiply by $q/(2k\cdot p)$ and add $\not p$:

$$
E\not p=\not pE+\frac{q\,p\cdot A}{k\cdot p}\not k-q\not A. \tag{9}
$$

For the other side, $\not kE=\not k$ because $\not k\not k=0$. Also $\not A\not k\not A=-\not k\not A\not A=-A^2\not k$, so

$$
-q\not AE=-q\not A+\frac{q^2A^2}{2k\cdot p}\not k.
$$

Therefore

$$
\not\pi E=\not pE-q\not A+\left[V+\frac{q^2A^2}{2k\cdot p}\right]\not k.
$$

By (5), the bracket is $qp\cdot A/(k\cdot p)$. The result equals (9), and (8) becomes

$$
(i\not D-m)\psi=e^{iS}E(\not p-m)w. \tag{10}
$$

The matrix $E$ is invertible, since $(1+N)(1-N)=1-N^2=1$. The right side vanishes if and only if $\not pw=mw$, which fixes $w=u$ and proves (7).

The numerical check differentiates (7) in all four coordinates for an oblique pulse. The largest residual, relative to the norm of $\psi$, is $5\times10^{-12}$. Omitting $N$ raises it to 1.19, and omitting the $A^2$ part of $V$ raises it to 0.63. A spinor violating $\not pw=mw$ satisfies the squared equation numerically but leaves a relative residual of 1.49 in the Dirac equation.

Equation (10) did not use $p^0>0$. Negative-frequency solutions follow by replacing $p$ with $-p$ throughout (5) and (7), and $u$ with a spinor $v$ obeying $(\not p+m)v=0$.

## 4. Local momentum

The vector $\pi$ is the kinetic momentum at phase $\phi$, as the current shows. Let $U=Eu$, $\bar U=U^\dagger\gamma^0$, and normalize $\bar uu=2m$. From $\gamma^0\gamma^{\mu\dagger}\gamma^0=\gamma^\mu$,

$$
\gamma^0E^\dagger\gamma^0=1+\frac{q\not A\not k}{2k\cdot p}=1-N=E^{-1}.
$$

Hence $\bar UU=\bar uu=2m$. Section 3 gives $\not\pi U=mU$, and its conjugate is $\bar U\not\pi=m\bar U$. These two relations allow a factor $m$ to be replaced by $\not\pi$ on either side:

$$
\bar\psi\gamma^\mu\psi=\frac{1}{2m}\bar U(\not\pi\gamma^\mu+\gamma^\mu\not\pi)U
=\frac{2\pi^\mu}{2m}\bar UU=2\pi^\mu. \tag{11}
$$

Applying $\not\pi$ twice gives $\pi^2U=m^2U$, so $\pi^2=m^2$ at every phase. The local mass is unchanged. Contracting (8) with $k$ gives

$$
k\cdot\pi=k\cdot p. \tag{12}
$$

The same $\pi$ solves the classical Lorentz-force equation. From (5),

$$
V'=\frac{q(p\cdot A'-qA\cdot A')}{k\cdot p}=\frac{q\,\pi\cdot A'}{k\cdot p}.
$$

Along a classical orbit $dx^\mu/d\tau=\pi^\mu/m$, so $d\phi/d\tau=k\cdot p/m$ is constant. Consequently

$$
\frac{d\pi^\mu}{d\tau}=\frac{k\cdot p}{m}(-qA'^\mu+k^\mu V')
=\frac qm(k^\mu A'^\nu-A'^\mu k^\nu)\pi_\nu
=\frac qmF^{\mu\nu}\pi_\nu.
$$

If $A=0$ before the wave arrives, then $\pi=p$ there. The label $p$ is the incoming momentum, however the wave is switched on, provided it remains a function of $\phi$ alone.

## 5. Quasi-momentum and effective mass

Suppose that $A(\phi+2\pi)=A(\phi)$, and define

$$
\langle f\rangle=\frac1{2\pi}\int_0^{2\pi}f(\phi)\,d\phi.
$$

Assume first that the potential has zero mean, $\langle A^\mu\rangle=0$. If $p$ is to be the incoming momentum, $A$ is already fixed by $A=0$ before the wave, so zero mean is a condition on the switch-on and not a free choice. It holds when an envelope rising from zero multiplies a zero-mean potential; the other case is treated in (17). The term in $V$ linear in $A$ averages to zero; the quadratic term does not. The average of $\pi$ is

$$
\boxed{Q^\mu=p^\mu-\frac{q^2\langle A^2\rangle}{2k\cdot p}k^\mu} \tag{13}
$$

Squaring, and using $k^2=0$, leaves $p^2$ and the cross term:

$$
\boxed{Q^2=m^2-q^2\langle A^2\rangle\equiv m_*^2} \tag{14}
$$

Since $A^2\le0$, $m_*\ge m$. The increase is a property of the average: if future-pointing vectors of the same mass $m$ have different directions in spacetime, their mean has an invariant mass greater than $m$.

### Polarization and intensity

For a linearly polarized wave whose potential is sinusoidal with peak amplitude $A_0$, define $a_0=|q|A_0/m$. (For other waveforms, use (14) with the actual $\langle A^2\rangle$.) Then $\langle A^2\rangle=-A_0^2/2$ and

$$
m_*=m\sqrt{1+a_0^2/2}. \tag{15}
$$

For circular polarization of amplitude $A_c$, $A^2=-A_c^2$ is constant. A monochromatic wave has intensity proportional to $\omega^2\langle|\mathbf A|^2\rangle$. At equal frequency and intensity, therefore, $A_c=A_0/\sqrt2$ and $m_*$ is the same. If $a_0$ is instead defined by the circular amplitude, the factor $1/2$ in (15) is absent.

For small $a_0$, expansion of (15) gives $m_*/m\simeq1+a_0^2/4$; for large $a_0$, $m_*/m\simeq a_0/\sqrt2$.

### Meaning of the quasi-momentum

Write $V=\langle V\rangle+\widetilde V$. The integral of $\widetilde V$ over a cycle is zero, so $W(\phi)=\int_0^\phi\widetilde V\,d\phi'$ is periodic. With $\langle A\rangle=0$, $p+k\langle V\rangle=Q$, and (7) becomes

$$
\psi_p=e^{-iQ\cdot x}\,E(\phi)u\,e^{-iW(\phi)}. \tag{16}
$$

Everything after the first factor is periodic. For any displacement with $k\cdot\xi=2\pi$,

$$
\psi_p(x+\xi)=e^{-iQ\cdot\xi}\psi_p(x).
$$

Replacing $Q$ by $Q+nk$, with integer $n$, leaves this factor unchanged because $e^{-2\pi in}=1$. Periodicity alone thus defines $Q$ up to multiples of $k$. Equation (13) selects the representative equal to the mean kinetic momentum.

### A potential with nonzero mean

Let $B=\langle A\rangle$. The mean kinetic momentum is now $p-qB+k\langle V\rangle$, and its square is

$$
\begin{aligned}
\langle\pi\rangle^2&=(p-qB)^2+2k\cdot p\,\langle V\rangle\\
&=m^2-2qp\cdot B+q^2B^2+2qp\cdot B-q^2\langle A^2\rangle\\
&=m^2-q^2(\langle A^2\rangle-B^2).
\end{aligned} \tag{17}
$$

The mass depends on the variance of the potential, so a constant potential, which has no field, adds nothing. In this gauge the vector in the translation factor is $p+k\langle V\rangle$, which differs from $\langle\pi\rangle$ by $qB$. Code that accepts arbitrary potentials should keep the two apart.

### Which average is meant

The statements below are written for a potential of zero mean, where $\langle\pi\rangle=Q$. For nonzero mean, $Q$ is replaced throughout by $\langle\pi\rangle=p-qB+k\langle V\rangle$. Phase is proportional to proper time by (12). At a fixed point in space it is also proportional to laboratory time, so the time-averaged current there is $2Q^\mu$. Along the moving particle's orbit, however,

$$
\frac{dt}{d\phi}=\frac{\pi^0}{k\cdot p},\qquad
\frac{d\mathbf x}{d\phi}=\frac{\boldsymbol\pi}{k\cdot p}.
$$

Integrating both over one cycle gives the drift velocity

$$
\mathbf v_d=\frac{\Delta\mathbf x}{\Delta t}=\frac{\mathbf Q}{Q^0}. \tag{18}
$$

The laboratory-time mean of the energy along the orbit is instead $\langle(\pi^0)^2\rangle/\langle\pi^0\rangle$. It is at least $Q^0$, with equality when the energy is constant.

## 6. Worked example

Take an electron in a wave of wavelength $\lambda=800$ nm and intensity $I=10^{19}$ W/cm$^2$. In SI units, linear polarization gives

$$
E_0=\sqrt{\frac{2I}{\varepsilon_0c}}=8.680\times10^{12}\ \text{V/m},\qquad
a_0=\frac{eE_0}{m\omega c}=\frac{eE_0\lambda}{2\pi mc^2}.
$$

The energy $eE_0\lambda/(2\pi)$ is 1.105 MeV. Division by $mc^2=0.5110$ MeV gives $a_0=2.163$, hence $a_0^2/2=2.339$ and

$$
m_*c^2=0.5110\sqrt{1+2.339}\ \text{MeV}=0.9337\ \text{MeV}.
$$

This corresponds to $m_*/m=1.827$. Below, momenta are quoted as $pc$ in MeV and the wave travels along $+z$. The potential is taken to rise from zero under an envelope and to have zero mean at full strength, so that $p$ in (13) is the incoming momentum. With $c=1$, (13) becomes

$$
Q^0=p^0+\Delta,\quad Q_z=p_z+\Delta,\quad
\Delta=\frac{m^2a_0^2/4}{p^0-p_z}. \tag{19}
$$

**Initially at rest.** Here $p^0-p_z=m$, so $\Delta=0.5110\times2.339/2=0.5976$ MeV. Thus $Q^0=1.1086$ MeV and $Q_z=0.5976$ MeV, and the drift velocity is $0.5391c$ along the wave.

Because the electron starts at rest, $p\cdot A=0$. For linear polarization at full strength, (8) then gives $\pi^0=m(1+\frac12a_0^2\cos^2\phi)$. The energy runs from 0.511 to 1.706 MeV in each cycle. The laboratory-time mean along the orbit is 1.270 MeV, clearly above $Q^0$, because the electron spends more laboratory time per unit phase where its energy is high. For circular polarization at the same intensity, $A^2$ is constant once the wave has reached full strength. The energy then stays at 1.1086 MeV, and $Q$ is unchanged.

**Head-on at 5 MeV/c.** Now $p^0=5.0260$ MeV and $p_z=-5$ MeV, so $p^0-p_z=10.0260$ MeV. Equation (19) gives

$$
\Delta=\frac{0.5110^2\times2.339/2}{10.0260}\ \text{MeV}=0.0305\ \text{MeV}.
$$

Hence $Q^0=5.0565$ MeV, $Q_z=-4.9695$ MeV and the drift velocity is $-0.9828c$. The momentum shift is about twenty times smaller than for the electron at rest, yet the invariant mass is again 0.9337 MeV. Separate integrations of the Lorentz force, started before the wave arrives and with the envelope of the potential rising over five cycles, reproduce $Q$, the drift velocity and $m_*$ in all three cases.

The mean momentum depends on the switch-on, while $m_*$ does not. If the linear wave starts abruptly at a zero of the field, the potential is $A_0(\cos\phi-1)$, with $|\mathbf B|=A_0$ and $\langle A^2\rangle=-\frac32A_0^2$. For the electron initially at rest, $p-qB+k\langle V\rangle$ then has energy 2.304 MeV, longitudinal momentum 1.793 MeV and transverse momentum of size $ma_0=1.105$ MeV. By (17) its invariant mass is still 0.9337 MeV.

At the same wavelength, the intensity dependence is:

| $I$ (W/cm²) | $a_0$ | $m_*/m$ |
|---|---:|---:|
| $10^{16}$ | 0.0684 | 1.0012 |
| $10^{18}$ | 0.684 | 1.111 |
| $10^{20}$ | 6.84 | 4.939 |

In the last row the strong-field estimate $a_0/\sqrt2=4.836$ is 2% below the full value.

## 7. Implementation and limits of validity

To evaluate (7), compute $A(\phi)$, build $N$, and integrate $V$ numerically from a fixed reference phase. Changing that reference multiplies the wave function by a constant phase. In a long periodic wave, it is enough to integrate over one cycle and add $2\pi\langle V\rangle$ for each further cycle.

For a fast electron moving nearly along the wave, $p^0-\mathbf n\cdot\mathbf p$ is a small difference of large numbers. Let $p_\parallel=\mathbf n\cdot\mathbf p$, and let $\mathbf p_\perp$ be the part of $\mathbf p$ perpendicular to $\mathbf n$. Since $(p^0)^2-p_\parallel^2=m^2+\mathbf p_\perp^2$, the stable form for $p_\parallel>0$ is

$$
p^0-p_\parallel=\frac{m^2+\mathbf p_\perp^2}{p^0+p_\parallel}.
$$

Useful checks on an implementation are $\pi^2=m^2$, $k\cdot\pi=k\cdot p$, and the current (11). They test the matrix and the local momentum but not the accumulated phase. The Dirac residual tests the local rate at which that phase grows. It does not see a wrong constant added at each cycle boundary, unless the difference stencil crosses the boundary. To test that step, compare the phase with a direct integration of $V$ over several cycles.

The solution holds for a prescribed classical plane wave of any strength and pulse shape. The results above are limited as follows:

- In a medium with $k^2\ne0$, the term $k^2F''$ survives and $\not k\not k$ no longer vanishes.
- In a focused beam, or in two crossing waves, the potential is not a function of a single null phase.
- Photon emission by the electron and its back-reaction on the wave are absent from (2).
- In a short pulse the local solution remains valid, but without a periodic section there is no cycle translation to define $Q$. After a pulse that returns $A$ to zero, $\pi=p$ and the mean-momentum shift is gone.

## Table of computed values

```
TESTS IN UNITS m = 1 (dimensionless)
Dirac residual, full solution: 5.3e-12
Dirac residual, spin term omitted: 1.190
Dirac residual, A^2 phase omitted: 0.626
squared-equation residual, arbitrary spinor: 4.0e-11
Dirac residual, same arbitrary spinor: 1.491
largest error of current/2 = kinetic momentum: 8.9e-16
Q^2 from averaged current: 1.748800
Q^2 from formula: 1.748800
Q^2 from current, constant potential added: 1.748800
one-cycle translation error: 2.7e-14
WORKED EXAMPLE
wavelength: 800 nm
intensity: 1.0e+19 W/cm^2
photon energy: 1.5498 eV
peak electric field, linear: 8.6802e+12 V/m
peak a0, linear: 2.1628
a0^2/2: 2.3389
electron mass: 0.510999 MeV
effective mass ratio m*/m: 1.82726
effective mass m*: 0.93373 MeV
CASE at rest, linear: initial energy 0.51100 MeV
  Q0, Qz from formula: 1.10859, 0.59759 MeV
  Q0, Qz from orbit: 1.10859, 0.59759 MeV
  effective mass from orbit: 0.93373 MeV
  drift velocity from orbit: 0.539053 c
  energy range in cycle: 0.51100 to 1.70617 MeV
  lab-time mean energy on orbit: 1.26965 MeV
CASE at rest, circular: initial energy 0.51100 MeV
  Q0, Qz from formula: 1.10859, 0.59759 MeV
  Q0, Qz from orbit: 1.10859, 0.59759 MeV
  effective mass from orbit: 0.93373 MeV
  drift velocity from orbit: 0.539053 c
  energy range in cycle: 1.10859 to 1.10859 MeV
  lab-time mean energy on orbit: 1.10859 MeV
CASE head-on 5 MeV/c, linear: initial energy 5.02604 MeV
  Q0, Qz from formula: 5.05650, -4.96954 MeV
  Q0, Qz from orbit: 5.05650, -4.96954 MeV
  effective mass from orbit: 0.93373 MeV
  drift velocity from orbit: -0.982803 c
  energy range in cycle: 5.02604 to 5.08696 MeV
  lab-time mean energy on orbit: 5.05659 MeV
INTENSITY TABLE, 800 nm
I = 1e+16 W/cm^2: a0 = 0.0684, m*/m = 1.00117
I = 1e+18 W/cm^2: a0 = 0.6839, m*/m = 1.11081
I = 1e+20 W/cm^2: a0 = 6.8394, m*/m = 4.93852
```
